# Effective cubic nonlinearity of a weakly nonlinear dielectric composite

## 1. Form of the answer

Let a composite fill a plate capacitor, and let every point of it obey $\mathbf D=\varepsilon\mathbf E+\chi|\mathbf E|^2\mathbf E$, where $\varepsilon$ and $\chi$ depend on position. Let $E_0$ be the voltage divided by the gap and $\bar D$ the electrode charge per area. Reversing the voltage reverses every field, so $\bar D$ is odd in $E_0$ and its first correction is cubic:
$$\bar D=\varepsilon_eE_0+\chi_eE_0^3+O(E_0^5).$$

Measure all fields in units of $E_0$. The local law then contains $\chi$ and $E_0$ only through the product $\chi E_0^2$, and so does $\bar D/E_0$. The coefficient of $E_0^2$ is therefore a first derivative with respect to $\chi$, taken at $\chi=0$, and is linear in $\chi$:
$$\chi_e=\langle\chi K\rangle .$$
Here $\langle\cdot\rangle$ is the average over the volume. The weight $K(\mathbf x)$ is dimensionless and depends only on the geometry and the ratios of the linear permittivities. Scaling and symmetry give no more than this. The rest of the derivation shows that $K=|\mathbf e|^4$, where $\mathbf e$ is the field of the linear problem ($\chi=0$) per unit $E_0$.

## 2. Assumptions

The fields are real and static. The plates lie at $z=0$ and $z=d$; the side walls are insulated, or the structure repeats laterally. The general local law is
$$\mathbf D(\mathbf E)=\varepsilon\mathbf E+\mathbf N(\mathbf E),\qquad |\mathbf N-\chi|\mathbf E|^2\mathbf E|\le\varepsilon c_5|\mathbf E|^5,$$
isotropic and odd. The coefficient $\chi$ may have either sign and may differ between phases. With constants $\kappa,c,L,c_5$ common to all points, we require:

- strong monotonicity, $(\mathbf D(\mathbf a)-\mathbf D(\mathbf b))\cdot(\mathbf a-\mathbf b)\ge\kappa\varepsilon|\mathbf a-\mathbf b|^2$ with $\kappa>0$;
- a bounded slope, $\|\mathbf N'(\mathbf E)\|\le\varepsilon\min(c|\mathbf E|^2,L)$;
- a bounded linear field $\mathbf e$, as for smooth, separated inclusions.

The first two conditions make the field energy strictly convex with at most quadratic growth, so the nonlinear problem has one solution. A bare cubic law with $\chi<0$ violates them at large fields; the law used in Section 8, whose differential permittivity stays between positive bounds, satisfies them.

## 3. The work lemma and an exact identity

Let $\mathbf D$ be any divergence-free field without flux through the side walls, with mean normal component $\bar D$ on the upper plate. Let $\mathbf E'=-\nabla\phi'$ with $\phi'=0$ at $z=0$ and $\phi'=-E_0'd$ at $z=d$. Since $\nabla\cdot\mathbf D=0$, we have $\mathbf D\cdot\mathbf E'=-\nabla\cdot(\phi'\mathbf D)$. For plate area $A$,
$$\int\mathbf D\cdot\mathbf E'\,dV=-\oint\phi'\,\mathbf D\cdot d\mathbf S=E_0'd\,A\bar D .$$
The lower plate gives nothing because $\phi'=0$ there. The side walls give nothing because the flux vanishes, or because opposite faces cancel. Dividing by the volume $Ad$,
$$\langle\mathbf D\cdot\mathbf E'\rangle=\bar D\,E_0'. \tag{1}$$
The two fields need not belong to the same material law.

Let $\mathbf E$ be the true nonlinear field and $\mathbf E_l=E_0\mathbf e$ the linear one, at the same voltage. Apply (1) twice, first to the true displacement with the linear field, then to the linear displacement with the true field:
$$\langle\varepsilon\mathbf E\cdot\mathbf E_l\rangle+\langle\mathbf N(\mathbf E)\cdot\mathbf E_l\rangle=\bar DE_0,\qquad \langle\varepsilon\mathbf E_l\cdot\mathbf E\rangle=\varepsilon_eE_0^2 .$$
Subtraction removes the common term:
$$(\bar D-\varepsilon_eE_0)E_0=\langle\mathbf N(\mathbf E)\cdot\mathbf E_l\rangle. \tag{2}$$

No approximation has been made. Dividing (2) by $E_0$ shows that a local extra polarization $\mathbf N$ adds $\mathbf N\cdot\mathbf e$ per unit volume to the electrode signal. This explains the fourth power: three factors of $\mathbf e$ come from the field that drives the local cubic response, and the fourth carries that response to the electrode.

## 4. Replacing the true field by the linear one

Put $\boldsymbol\delta=\mathbf E-\mathbf E_l$. Both fields have the same voltage, so $\boldsymbol\delta$ has none, and (1) gives
$$\langle\mathbf D(\mathbf E)\cdot\boldsymbol\delta\rangle=0,\qquad\langle\varepsilon\mathbf E_l\cdot\boldsymbol\delta\rangle=0 .$$
Monotonicity with $\mathbf a=\mathbf E$, $\mathbf b=\mathbf E_l$, followed by these two relations and the Cauchy–Schwarz inequality, yields
$$\kappa\langle\varepsilon|\boldsymbol\delta|^2\rangle\le-\langle\mathbf D(\mathbf E_l)\cdot\boldsymbol\delta\rangle=-\langle\mathbf N(\mathbf E_l)\cdot\boldsymbol\delta\rangle\le\langle|\mathbf N(\mathbf E_l)|^2/\varepsilon\rangle^{1/2}\langle\varepsilon|\boldsymbol\delta|^2\rangle^{1/2}.$$
Integrating the slope from zero field gives $|\mathbf N(\mathbf E_l)|\le\int_0^1\varepsilon c\,t^2|\mathbf E_l|^3dt=\varepsilon c|\mathbf E_l|^3/3$. With $S_6=\langle\varepsilon|\mathbf E_l|^6\rangle$,
$$\langle\varepsilon|\boldsymbol\delta|^2\rangle\le\frac{c^2}{9\kappa^2}S_6 . \tag{3}$$
Since $S_6\propto E_0^6$, the field change is of order $E_0^3$ in the mean-square sense.

Next bound the change of $\mathbf N$. On the segment joining $\mathbf E_l$ to $\mathbf E$, the squared field is at most $2|\mathbf E_l|^2+2|\boldsymbol\delta|^2$. For non-negative $x,y$ one has $\min(x+y,L)\le x+\min(y,L)\le x+\sqrt{yL}$. Hence
$$|\mathbf N(\mathbf E)-\mathbf N(\mathbf E_l)|\le\varepsilon\left(2c|\mathbf E_l|^2|\boldsymbol\delta|+\sqrt{2cL}\,|\boldsymbol\delta|^2\right).$$
Multiply by $|\mathbf E_l|$ and average. Cauchy–Schwarz and (3) bound the first term, and the maximum $M$ of $|\mathbf E_l|$ bounds the second. Adding the quintic part of the local law,
$$\left|\langle\mathbf N(\mathbf E)\cdot\mathbf E_l\rangle-\langle\chi|\mathbf E_l|^4\rangle\right|\le\left[\frac{2c^2}{3\kappa}+\frac{\sqrt{2cL}\,M c^2}{9\kappa^2}+c_5\right]S_6 . \tag{4}$$
The right side is $O(E_0^6)$, while $\langle\chi|\mathbf E_l|^4\rangle=E_0^4\langle\chi|\mathbf e|^4\rangle$. Inserting this in (2) and dividing by $E_0$ proves
$$\boxed{\;\bar D=\varepsilon_eE_0+\langle\chi|\mathbf e|^4\rangle E_0^3+O(E_0^5)\;}\tag{5}$$

**Where it fails.** Suppose the linear field near a straight sharp edge grows as $r^{-p}$ with $p>0$ as the distance $r$ shrinks. Then $M$ is infinite and bound (4) is lost, although $\langle\chi|\mathbf e|^4\rangle$ stays finite for $p<1/2$, where $\int r^{-4p}r\,dr$ converges. For $p\ge1/3$ the average $S_6$ diverges as well, and estimate (3) is lost too. For lossy alternating fields with amplitude law $\varepsilon\mathbf E+\chi|\mathbf E|^2\mathbf E$, identity (2) holds without complex conjugation, so the leading weight becomes $|\mathbf e|^2(\mathbf e\cdot\mathbf e)$, which differs from $|\mathbf e|^4$ when $\mathbf e$ is complex.

## 5. The first neglected coefficient

Expand formally $\mathbf E=E_0\mathbf e+E_0^3\boldsymbol\delta_1+\dots$ and $\mathbf N=\chi|\mathbf E|^2\mathbf E+\chi_5|\mathbf E|^4\mathbf E+\dots$. At order $E_0^3$, Gauss's law reads
$$\nabla\cdot(\varepsilon\boldsymbol\delta_1+\chi|\mathbf e|^2\mathbf e)=0,$$
where $\boldsymbol\delta_1$ carries no voltage. The first-order change of $|\mathbf e|^2\mathbf e$ is $|\mathbf e|^2\boldsymbol\delta_1+2(\mathbf e\cdot\boldsymbol\delta_1)\mathbf e$; its product with $\mathbf e$ is $3|\mathbf e|^2\mathbf e\cdot\boldsymbol\delta_1$. The $E_0^6$ term of (2) is thus
$$\eta_e=\langle\chi_5|\mathbf e|^6\rangle+3\langle\chi|\mathbf e|^2\mathbf e\cdot\boldsymbol\delta_1\rangle .$$
Lemma (1), applied to the divergence-free field above and $\boldsymbol\delta_1$, gives $\langle\chi|\mathbf e|^2\mathbf e\cdot\boldsymbol\delta_1\rangle=-\langle\varepsilon|\boldsymbol\delta_1|^2\rangle$. Therefore
$$\eta_e=\langle\chi_5|\mathbf e|^6\rangle-3\langle\varepsilon|\boldsymbol\delta_1|^2\rangle, \tag{6}$$
where $\eta_e$ multiplies $E_0^5$ in $\bar D$. The field redistribution contributes a term that is never positive, whatever the sign of $\chi$.

## 6. Two cases in closed form

**Layers in series.** Let layers with volume fractions $f_j$ lie parallel to the plates. The displacement is uniform, so to cubic order $E_j=D/\varepsilon_j-\chi_jD^3/\varepsilon_j^4$. Averaging over the gap,
$$E_0=\frac{D}{\varepsilon_e}-D^3\sum_j\frac{f_j\chi_j}{\varepsilon_j^4},\qquad\frac1{\varepsilon_e}=\sum_j\frac{f_j}{\varepsilon_j}.$$
Multiply by $\varepsilon_e$ and put $D\approx\varepsilon_eE_0$ in the cubic term:
$$D=\varepsilon_eE_0+E_0^3\sum_jf_j\chi_j\left(\frac{\varepsilon_e}{\varepsilon_j}\right)^4 .$$
The linear field in layer $j$ is $e_j=\varepsilon_e/\varepsilon_j$, so this is (5), obtained without the lemma.

**Dilute linear spheres in a nonlinear host.** Let the spheres have permittivity $\varepsilon_i$ and small volume fraction $f$, and the host $\varepsilon_h$. Define
$$\beta=\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h}.$$
The field inside one sphere of radius $a$ is $e_z=1-\beta$. Outside, with $s=(a/r)^3$ and $\mu=\cos\theta$,
$$e_r=\mu(1+2\beta s),\quad e_\theta=-\sin\theta\,(1-\beta s),\quad e_z=1+\beta s(3\mu^2-1).$$

The integral of $|\mathbf e|^4-1$ around one sphere converges only conditionally, because the integrand falls as $r^{-3}$. The exact constraint $\langle e_z\rangle=1$ lets us subtract the slow part $4(e_z-1)$ at no cost:
$$\frac{\chi_e}{\chi_h}=1+\left\langle|\mathbf e|^4-1-4(e_z-1)\right\rangle-\langle|\mathbf e|^4\rangle_{\rm sph},$$
where the last term is the part of the volume average that comes from the spheres. They contribute $f[(1-\beta)^4-1+4\beta]-f(1-\beta)^4=f(-1+4\beta)$.

Outside, $|\mathbf e|^2=1+u+v$ with $u=2\beta s(3\mu^2-1)$ and $v=\beta^2s^2(3\mu^2+1)$. The angular means of $\mu^2$ and $\mu^4$ are $1/3$ and $1/5$, so those of $u$ and $e_z-1$ vanish, and
$$2\overline v+\overline{u^2}=\left(4+\tfrac{16}5\right)\beta^2s^2,\quad 2\overline{uv}=\tfrac{16}5\beta^3s^3,\quad\overline{v^2}=\tfrac{24}5\beta^4s^4 .$$
In units of the sphere volume the volume element is $ds/s^2$, and $\int_0^1s^{n-2}ds=1/(n-1)$. The result is
$$\frac{\chi_e}{\chi_h}=1+f\left(-1+4\beta+\tfrac{36}5\beta^2+\tfrac85\beta^3+\tfrac85\beta^4\right). \tag{7}$$

The companion linear result follows from $\varepsilon_e=\langle\varepsilon|\mathbf e|^2\rangle$ by the same subtraction, now with $2(e_z-1)$. The outside integral of $\overline v=2\beta^2s^2$ is $2\beta^2$. The sphere itself adds $-1+2\beta+(\varepsilon_i/\varepsilon_h)(1-\beta)^2$, where $\varepsilon_i/\varepsilon_h=(1+2\beta)/(1-\beta)$. The sum is
$$2\beta^2-1+2\beta+(1+2\beta)(1-\beta)=3\beta,$$
so $\varepsilon_e/\varepsilon_h=1+3\beta f$.

For $\varepsilon_i\ll\varepsilon_h$, $\beta\to-1/2$ and the slopes are $-1.3$ for $\chi$ and $-1.5$ for $\varepsilon$. In this dilute limit the spheres lower the permittivity by a larger fraction than the cubic coefficient.

## 7. Recipe for implementation

1. Solve $\nabla\cdot(\varepsilon\mathbf e)=0$ once, at unit applied field.
2. Confirm that $\langle e_z\rangle=1$ and that $\langle\varepsilon|\mathbf e|^2\rangle$ equals the electrode charge $\varepsilon_e$. These checks catch coding errors but not a coarse mesh: a finite-element solution whose charge is taken from the nodal equations meets both on any mesh. Refine the mesh until $\langle|\mathbf e|^4\rangle$ settles.
3. For each phase $j$ form $m_{4,j}$, the part of $\langle|\mathbf e|^4\rangle$ that comes from that phase.
4. Sum $\chi_e=\sum_j\chi_jm_{4,j}$.
5. To judge the usable field range, solve one further linear problem for $\boldsymbol\delta_1$ and evaluate (6).

The fourth moment must not be built from the second. If $m_2$ and $m_4$ are the host parts of $\langle|\mathbf e|^2\rangle$ and $\langle|\mathbf e|^4\rangle$, and $f_h$ is the host fraction, Cauchy–Schwarz gives $m_2^2/f_h\le m_4$. The decoupled estimate $m_2^2/f_h$ is too small unless $|\mathbf e|$ is uniform in the host.

## 8. Worked example: tunable ceramic with low-permittivity spheres

**Model.** The parameters are rough typical values for a barium strontium titanate ceramic containing magnesia. The host obeys
$$\mathbf D=\epsilon_0\mathbf E\left[1500-1400\left(1-\frac1{\sqrt{1+E^2/E_s^2}}\right)\right],\qquad E_s=6\ \mathrm{V/\mu m},$$
and the spheres are linear with relative permittivity 10. Expanding the root gives $\chi_h/\epsilon_0=-1400/(2E_s^2)=-19.44\ \mathrm{\mu m^2/V^2}$ and $\chi_5/\epsilon_0=3\cdot1400/(8E_s^4)$.

The slopes of $\mathbf N/\epsilon_0$ along and across the field are $-1400[1-(1+q)^{-3/2}]$ and $-1400[1-(1+q)^{-1/2}]$, with $q=E^2/E_s^2$. Both are bounded in size by $1400\min(3q/2,1)$. The conditions of Section 2 therefore hold with $L=1400/1500$, $c=3L/(2E_s^2)$, $c_5=3L/(8E_s^4)$ and $\kappa=100/1500$.

The cell is a cylinder of radius $R$ and half-height $R$ with one sphere of radius $a$ at its centre. Then $f=2a^3/(3R^3)$, and $f=0.20$ requires $a/R=0.669$. The field is found by axisymmetric finite elements. Such cylinders do not fill space, so the cell only approximates a regular array, and it does not describe a random ceramic. For a simple cubic array with the same $f$ and permittivities, the linear field gives $\varepsilon_e/\varepsilon_h=0.729$ and a host part of $\langle|\mathbf e|^4\rangle$ of $0.781$; the cylinder gives $0.721$ and $0.792$. The ratio of the two numbers, which measures the nonlinearity relative to the host, is then $1.07$ instead of $1.10$.

**Tests of the theory.** Cubic and quintic coefficients were extracted from the electrode charge of the full nonlinear solution at $0.02$, $0.04$ and $0.06\,E_s$, and compared with (5) and (6). This was done for the model above and for a mixture with opposite signs: host permittivity 5 and sphere permittivity 2, with 1400 in the saturation law replaced by $1$ and $-4$. The largest relative deviation was $3\times10^{-8}$ for the cubic coefficient. For the quintic it was $4\times10^{-5}$, relative to the summed magnitudes of its two parts.

At 3 V/µm identity (2) held to $6\times10^{-15}$. The actual remainder was $0.0028$ of bound (4), which is a guarantee and not an estimate. For one small sphere with $f=0.00225$ in the same cell, the slopes were $-1.306$ for $\chi$ and $-1.483$ for $\varepsilon$ on the mesh used (converged values $-1.307$ and $-1.484$); the dilute formulas give $-1.314$ and $-1.485$. The remaining gap is due to finite $f$: at $f=0.00034$ the slopes are $-1.313$ and $-1.485$.

**Effective coefficients.** The linear field gives $\varepsilon_e/\epsilon_0=1082$, $m_2=0.719$ and $m_4=0.792$. Hence
$$\chi_e/\epsilon_0=-19.44\times0.792=-15.4\ \mathrm{\mu m^2/V^2},$$
or $-1.36\times10^{-22}\ \mathrm{F\,m/V^2}$. Halving the element size changed $\varepsilon_e$ by $0.024\,\%$ and $\chi_e$ by $0.003\,\%$.

Per unit host volume, the mean of $|\mathbf e|^2$ is $0.719/0.8=0.90$, but that of $|\mathbf e|^4$ is $0.792/0.8=0.99$. The host field is on average weakened, yet its unevenness almost restores the fourth moment. The decoupled estimate $0.719^2/0.8=0.646$ is $18\,\%$ too low. Relative to its own permittivity, the composite is more nonlinear than the host by the factor $0.792/0.721=1.10$, at the same applied field.

**Range of the cubic formula.** The loss of $\bar D/(\epsilon_0E_0)$ from its low-field value is:

| $E_0$ (V/µm) | cubic formula | full solution |
|---|---|---|
| 0.5 | 3.85 | 3.83 |
| 1.0 | 15.4 | 15.1 |
| 2.0 | 61.6 | 57.0 |

The excess of the formula over the full solution grows from $0.5\,\%$ to $2\,\%$ to $8\,\%$. At 2 V/µm the quintic term is $-0.082$ of the cubic one. Local saturation supplies $-0.106$ and field redistribution $+0.024$. The latter is positive because both its coefficient and $\chi_e$ are negative, so redistribution deepens the loss. With the quintic term the prediction is $61.6\times(1-0.082)=56.5$. These figures depend on the assumed saturation law: a host obeying $E=D/\varepsilon_h+bD^3$ with the same $\varepsilon_h$ and $\chi_h$ has $\chi_5=3\chi_h^2/\varepsilon_h$, and the quintic term at 2 V/µm would be $-0.17$ of the cubic one.

For a small signal on a bias the relevant quantity is $d\bar D/dE_0$, whose cubic correction is $3\chi_eE_0^2$. At 2 V/µm the formula gives a relative loss of $3\times15.4\times4/1082=17.1\,\%$; the full solution gives $15.0\,\%$, and the host alone $13.6\,\%$. In this model the spheres thus cut the permittivity by $28\,\%$ while slightly raising the tunability at fixed applied field.

**Beside a real ceramic.** Four effects outside the model were sized with rough material constants.

- *Temperature.* Take $\varepsilon_h/\epsilon_0=C/(T-T_0)$ with $C=10^5$ K. Warming by 10 K divides the host permittivity by $1+10\times1500/10^5=1.15$, a fall of $13\,\%$. Inverting $E=D/\varepsilon_h+bD^3$ gives $\chi_h=-b\varepsilon_h^4$, so at fixed $b$ the magnitude of $\chi_h$ falls by $43\,\%$.
- *Clamping.* If the host cannot strain, electrostriction adds the energy $\tfrac12YQ^2D^4$ to $\tfrac14bD^4$, so $b$ grows by the fraction $2YQ^2/b$. With stiffness $Y=2\times10^{11}$ Pa and $Q=0.1\ \mathrm{m^4/C^2}$ this one-dimensional estimate gives $72\,\%$ for full clamping.
- *Leakage.* At a conductivity of $10^{-10}$ S/m the host's charge relaxation time is 133 s. Under a bias held much longer than this, conductivity rather than permittivity sets the field. Charge then generally collects on the sphere surfaces, $\mathbf D$ is no longer divergence-free, and (5) does not give the electrode charge. For a small, fast signal on such a bias, lemma (1) still holds, and the weight $|\mathbf e|^4$ is replaced by $[|\mathbf e_c|^2|\mathbf e|^2+2(\mathbf e_c\cdot\mathbf e)^2]/3$, where $\mathbf e_c$ is the conduction field per unit $E_0$. If the spheres insulate far better than the host, $\mathbf e_c$ is close to $\mathbf e$ in the host, because their permittivity is already much lower too, and the host part of the average stays at $0.79$. For spheres that conduct ten times better than the host it is $0.74$.
- *Breakdown.* At 2 V/µm applied, the peak field is 3.1 V/µm in both phases, about $0.3$ of a rough strength of 10 V/µm. This holds while permittivity sets the field. Under a long bias, with ohmic conduction and spheres that conduct ten times better than the host, the host field at the sphere poles would reach 6.3 V/µm. That is above $E_s$, where the cubic expansion of the host law fails.

In these estimates, warming by 10 K and full clamping change $\chi_h$, and with it the cubic term, by $43\,\%$ and $72\,\%$, which is more than the quintic correction at 2 V/µm. A host coefficient used in (5) should therefore refer to the temperature and mechanical state of the device. Crystal anisotropy, porosity and irregular particle shape are left out and were not sized. The model also keeps the host law unchanged when the spheres are added. In a sintered ceramic, magnesium can dissolve in the titanate and alter its Curie temperature, permittivity and nonlinearity, so the slight rise in tunability found above is a geometric effect only and does not predict the tunability of a real mixture. The numerical output follows.

## Calculated quantities

```
INPUT (rough typical values)
host permittivity, low field      1500
host background permittivity      100
sphere permittivity               10
saturation field                  6.0 V/um
sphere volume fraction            0.20
sphere radius / cell radius       0.6694
TESTS
cubic: worst relative error       3.1e-08
quintic: worst relative error     4.4e-05
exact identity, relative error    6.2e-15
field of bound test               3.0 V/um
remainder / rigorous bound        2.8e-03
beta of sphere                    -0.4950
dilute slope of chi, formula      -1.3138
dilute slope of chi, cell         -1.3063
dilute slope of eps, formula      -1.4850
dilute slope of eps, cell         -1.4834
volume fraction of small sphere   0.00225
EFFECTIVE COEFFICIENTS
eps_e                             1081.9
eps_e / eps_host                  0.7212
host part of <e^2>                0.7186
host part of <e^4>                0.7919
decoupled estimate of <e^4>       0.6455
chi_host/eps0                     -19.444 um^2/V^2
chi_e/eps0                        -15.397 um^2/V^2
chi_e                             -1.363e-22 F m/V^2
(chi_e/eps_e)/(chi_h/eps_h)       1.0979
mesh shift of eps_e               -0.024 %
mesh shift of chi_e               -0.003 %
LOSS OF D/(eps0 E0): cubic formula, full solution
at 0.5 V/um      3.849     3.830
at 1.0 V/um     15.397    15.089
at 2.0 V/um     61.589    56.955
TUNABILITY (loss of dD/dE) at 2 V/um
host alone, full law              13.64 %
composite, full solution          15.01 %
composite, cubic formula          17.08 %
NEGLECTED EFFECTS at 2 V/um
quintic/cubic term                -0.0819
  of it local law                 -0.1062
  of it field redistribution      0.0243
peak field in host                3.08 V/um
peak field in sphere              3.08 V/um
peak / rough breakdown (10 V/um)  0.31
Curie constant (rough)            1e+05 K
host eps change, 10 K warmer      -13.0 %
host chi change (as eps^4)        -42.8 %
rough stiffness, electrostriction 2e+11 Pa, 0.1 m^4/C^2
full clamping: change of |chi|    72 %
rough conductivity                1e-10 S/m
charge relaxation time of host    133 s
```
